# Exponential Site Rates and Paired-Site Adsorption: One Uptake Law

A precursor pulse of 1 s fills 83 % of the adsorption sites on a model oxide surface, yet 99 % coverage takes 20.8 s. If all sites were equal and independent, the same initial rate would give 99 % in 0.97 s. Two different mechanisms account for the slow finish: a spread of site reactivities, or molecules that each need two empty sites. For one particular spread, the two uptake curves coincide.

## Two models

Let \(\theta(t)\) be the mean fraction of occupied sites and \(v=1-\theta\) the empty fraction. The surface is large, so fluctuations of \(\theta\) are neglected. It starts empty, adsorption is irreversible, and temperature is fixed. The molecular flux \(J\), in molecules per area and time, is constant for now. The site density is \(N\).

**Model A: unequal single sites.** Each molecule takes one site and stays there. A site with sticking probability \(s\) collects molecules from an area \(1/N\), so its adsorption rate is \(k=sJ/N\). The rates are distributed over the sites as

\[
p(k)=\frac{1}{K}e^{-k/K},\qquad K=\frac{\bar sJ}{N}, \tag{1}
\]

where \(\bar s\) is the mean sticking probability and \(K\) the mean rate. A site of rate \(k\) is still empty at time \(t\) with probability \(e^{-kt}\). Averaging over the sites gives

\[
v(t)=\int_0^\infty p(k)e^{-kt}\,dk
=\frac1K\int_0^\infty e^{-k(1/K+t)}\,dk
=\frac{1}{K}\,\frac{1}{1/K+t}=\frac{1}{1+Kt}. \tag{2}
\]

**Model B: equal sites taken in pairs.** Each molecule takes two neighbouring sites. The mean-field assumption is that the two parts of an adsorbed molecule separate and that the occupied sites are continually and independently mixed, so that both members of a pair are empty with probability \(v^2\). Molecules that moved only as intact pairs would not give exactly \(v^2\). With \(s_{\rm p}\) the sticking probability on the empty surface, \(s_{\rm p}Jv^2\) molecules adsorb per area and time. Each removes two empty sites:

\[
N\frac{dv}{dt}=-2s_{\rm p}Jv^2
\quad\Longrightarrow\quad
\frac{dv}{dt}=-Kv^2,\qquad K=\frac{2s_{\rm p}J}{N}. \tag{3}
\]

Dividing by \(-v^2\) turns the left side into \(d(1/v)/dt\), which equals \(K\). Since \(v(0)=1\), integration gives \(1/v-1=Kt\), and hence

\[
v(t)=\frac{1}{1+Kt},\qquad \theta(t)=\frac{Kt}{1+Kt}. \tag{4}
\]

Equations (2) and (4) are the same function. A coverage curve taken under the stated conditions therefore cannot decide between the models, however precise it is.

## Why a first-order process looks second-order

In model A no site needs a partner, so the factor \(v^2\) must come from the order in which sites fill. Among the sites still empty at time \(t\), the rates are distributed as

\[
p(k\,|\,\text{empty})=\frac{p(k)e^{-kt}}{v(t)}
=\frac{1+Kt}{K}\,e^{-k(1+Kt)/K}. \tag{5}
\]

This is again an exponential distribution, with mean \(K/(1+Kt)=Kv\). The total rate is the empty fraction times the mean rate of the empty sites:

\[
-\frac{dv}{dt}=v\,(Kv)=Kv^2. \tag{6}
\]

One factor \(v\) counts the empty sites. The other records that the reactive sites have gone first. In model B the second factor is the chance that a partner site is empty.

Equation (6) also covers a varying flux. If \(J(t)\) multiplies all rates by \(J(t)/J_0\), time is replaced in both models by the relative exposure

\[
\Phi(t)=\int_0^t\frac{J(t')}{J_0}\,dt',\qquad v=\frac{1}{1+K\Phi}, \tag{7}
\]

with \(K\) evaluated at \(J_0\). Pulses and pauses at the surface do not separate the models, provided that site rates do not change, adsorbates in A do not move during a pause, and mixing in B is complete at every moment. If mixing in B is slow, a pause lets it catch up and raises the uptake at equal exposure.

## How special is the exponential distribution?

Equation (2) says that \(v(t)\) is the Laplace transform of \(p(k)\). A Laplace transform determines its distribution, so within model A the exponential is the one distribution that gives Eq. (4) for all \(t\). A lognormal distribution with the same mean and variance of \(k\) gives a coverage that departs from Eq. (4) by up to 0.072 in the range \(0\le Kt\le100\).

The exponential belongs to a family that also contains the Langmuir limit. Write \(x=k/K\) and take a gamma distribution of unit mean and variance \(1/a\):

\[
p_a(x)=\frac{a^a}{\Gamma(a)}x^{a-1}e^{-ax}. \tag{8}
\]

Using \(\int_0^\infty x^{a-1}e^{-cx}dx=\Gamma(a)c^{-a}\) with \(c=a+Kt\),

\[
v=\frac{a^a}{(a+Kt)^a}=\left(1+\frac{Kt}{a}\right)^{-a},
\qquad
\frac{dv}{dt}=-K\left(1+\frac{Kt}{a}\right)^{-a-1}=-Kv^{1+1/a}. \tag{9}
\]

For \(a=1\) this is the second-order law. For \(a\to\infty\) the spread vanishes and \(v\to e^{-Kt}\), the irreversible Langmuir result. An apparent order between one and two can thus arise from independent sites with a narrower spread of rates.

## Numbers for a precursor pulse

Take a precursor of molar mass 72.09 g/mol, that of monomeric trimethylaluminium, at a partial pressure of 10 mTorr (1.333 Pa) and 473 K, with \(N=4\) nm\(^{-2}\) and \(\bar s=10^{-3}\). The molecular mass is \(m=1.197\times10^{-25}\) kg and \(k_{\rm B}T=6.53\times10^{-21}\) J, so

\[
J=\frac{P}{\sqrt{2\pi mk_{\rm B}T}}
=1.90\times10^{4}\ \text{nm}^{-2}\,\text{s}^{-1},
\qquad
K=\frac{10^{-3}\times1.902\times10^4}{4}=4.76\ \text{s}^{-1}. \tag{10}
\]

After 1 s, \(\theta=4.756/5.756=0.826\). Solving Eq. (4) for time gives \(t=\theta/[K(1-\theta)]\), which is 0.210 s for half coverage, 1.89 s for 90 % and \(99/4.756=20.8\) s for 99 %. The last corresponds to an exposure of 0.208 Torr s. For equal independent sites \(t=-\ln(1-\theta)/K\), giving 0.146, 0.484 and 0.968 s. The difference grows towards saturation because \(1/(Kt)\) falls far more slowly than \(e^{-Kt}\).

Simulations of the two microscopic processes agree with the common value \(v=0.1737\) at 1 s. One million independent sites with random rates left a fraction 0.1738 empty; 200 000 sites filled in randomly chosen pairs left 0.1732. In the first simulation the mean rate of the surviving sites was 0.824 s\(^{-1}\), against \(Kv=0.826\) s\(^{-1}\) from Eq. (5).

At equal \(N\), the same \(K\) requires \(s_{\rm p}=\bar s/2=5\times10^{-4}\). The models then differ in the number of molecules held at full coverage: 4 nm\(^{-2}\) in A and 2 nm\(^{-2}\) in B. A mass measurement can use this difference if \(N\) is known independently. A curve normalized to its own saturation value cannot.

## Experiments that separate the models

**Random blocking.** Before the pulse, let an inert species block a fraction \(b\) of the sites, without regard to \(k\). Let \(u=v/(1-b)\) be the fraction of the initially open sites that remains open. In A, the open sites have the original distribution (1), so \(u=1/(1+Kt)\), independent of \(b\). In B, with the blockers also randomly mixed, inserting \(v=(1-b)u\) into Eq. (3) gives

\[
(1-b)\frac{du}{dt}=-K(1-b)^2u^2
\quad\Longrightarrow\quad
u=\frac{1}{1+K(1-b)t}. \tag{11}
\]

With \(b=0.5\), at the same flux and after the same 1 s, A leaves \(u=0.174\) and B leaves \(1/(1+2.378)=0.296\). Simulations of the two processes gave 0.1745 and 0.2940, consistent with these values within sampling scatter. Blocking removes possible partners in B but leaves the reactivity of the open sites in A unchanged. The test depends on the blocker being unselective. If it adsorbs at rates proportional to \(k\), Eq. (5) gives the open sites in A an exponential distribution of mean \(K(1-b)\), and A then also follows Eq. (11).

**A second temperature.** Suppose that the spread in A comes from adsorption barriers \(E\) with a common prefactor of one, \(s=e^{-E/k_{\rm B}T}\). Since \(s=\bar sx\),

\[
E=-k_{\rm B}T(\ln\bar s+\ln x). \tag{12}
\]

For exponentially distributed \(x\), \(\langle x^q\rangle=\Gamma(1+q)\). The expansion \(\ln\Gamma(1+q)=-\gamma_{\rm E}q+\pi^2q^2/12+\dots\), with Euler's constant \(\gamma_{\rm E}=0.577\), generates the cumulants of \(\ln x\). Its mean is \(-\gamma_{\rm E}\) and its variance \(\pi^2/6\). Thus

\[
\langle E\rangle=k_{\rm B}T(\gamma_{\rm E}-\ln\bar s),\qquad
\sigma_E=\frac{\pi}{\sqrt6}\,k_{\rm B}T. \tag{13}
\]

Here \(\langle E\rangle=(0.577+6.908)k_{\rm B}T=0.305\) eV and \(\sigma_E=0.052\) eV. A modest spread of barriers suffices for a slow finish, because the rates depend on them exponentially. Equation (4) itself needs the skewed shape fixed by Eq. (12): a Gaussian spread of the same width and the same mean rate gives a coverage of 0.76 after 1 s and reaches 99 % in about 12 s.

The barriers stay fixed when the temperature changes to \(T_2\), but the rates do not stay exponentially distributed. With \(g=T/T_2\), the sticking probability becomes \(e^{-E/k_{\rm B}T_2}=(\bar sx)^g\). The site rates are then \(K_2x^g\), where \(K_2=J_2\bar s^{\,g}/N\) and \(J_2\) is the new flux, so

\[
v(t)=\int_0^\infty e^{-x}e^{-K_2tx^g}\,dx. \tag{14}
\]

At long times only small \(x\) contribute, and \(e^{-x}\) may be replaced by one. Set \(y=K_2tx^g\), so that \(x=(y/K_2t)^{1/g}\) and \(dx=(1/g)(K_2t)^{-1/g}y^{1/g-1}dy\). Then

\[
v\simeq\frac{(K_2t)^{-1/g}}{g}\int_0^\infty y^{1/g-1}e^{-y}dy
=\Gamma\!\left(1+\frac1g\right)(K_2t)^{-T_2/T}. \tag{15}
\]

Model B with a single barrier merely acquires another \(K\), and its empty fraction still falls as \(t^{-1}\). At \(T_2=573\) K and unchanged pressure, the exponent in A is \(-573/473=-1.211\), and numerical evaluation of Eq. (14) at late times gives the same slope. The half-coverage time in A is 0.066 s. After 99 half-coverage times, A leaves 0.0045 of the sites empty, whereas B, timed by its own half-coverage time, leaves 0.0100. These values assume no desorption at \(T_2\). With the rough desorption barrier and attempt frequency used below, \(k_{\rm d}=0.011\) s\(^{-1}\) at 573 K. After the same 6.5 s, A then leaves 0.0067 and B, at equal half-coverage time, 0.027, and the local slope in A is only about \(-0.75\). The exponent of Eq. (15) can be read only where adsorption stays irreversible at both temperatures and the set of sites does not change. Uptake curves at two temperatures can therefore separate model B from a model A whose spread comes from barriers, although a curve at the first temperature alone cannot. If the spread came instead from the prefactors, with one common barrier, all site rates would change by the same factor and A would follow Eq. (4) at both temperatures.

## Where the common law fails

**The sticking limit.** Equation (1) assigns some sites \(s>1\), which is impossible. They have \(x>1/\bar s=1000\), and their total weight is \(e^{-1000}\approx10^{-434}\). The correction is negligible here, but it would matter for \(\bar s\) approaching one.

**Immobile pairs.** If molecules in B cannot move after adsorption, the probability of finding an empty pair is no longer \(v^2\). Consider a lattice with \(z\) neighbours per site and hence \(Nz/2\) neighbour pairs per area. The first molecules each remove \(2z-1\) pairs, not \(2z\), because the two filled sites share one. Molecules arrive at the initial rate \(KN/2\), so the fraction \(f\) of pairs that are empty starts to fall as

\[
\left.\frac{df}{dt}\right|_{0}=-\frac{KN}{2}\,\frac{2z-1}{Nz/2}
=-K\left(2-\frac1z\right), \tag{16}
\]

whereas the mean-field \(v^2\) starts with slope \(-2K\). Immobile pairs therefore fill the surface slightly faster at first. A simulation on a square lattice of 250 000 sites shows this lead persisting at 1 s, with \(v=0.165\) against 0.174. Later the order reverses: adsorption stops at \(v\approx0.09\), when no empty site has an empty neighbour. If the curve is normalized to this final uptake, the coverage after 1 s is \((1-0.1648)/(1-0.0939)=0.92\), not 0.83.

The slow tail disappears as well. Each of the \(2N\) pairs per area is tried at rate \(K/4\), and a pair can be filled only at its first trial. At most \(2Ne^{-Kt/4}\) molecules per area can still adsorb after time \(t\), so the remaining change in \(v\) is at most \(4e^{-Kt/4}\). The \(1/t\) law of model B thus depends on mixing, while model A needs adsorbates that stay where they land. Evidence about adsorbate motion bears directly on the choice between them.

**Desorption.** Let each occupied site be emptied at rate \(k_{\rm d}\), the same for all sites, and define \(\varepsilon=k_{\rm d}/K\ll1\). In the steady state of A, a site of rate \(Kx\) satisfies \(Kxv_x=k_{\rm d}(1-v_x)\), so \(v_x=\varepsilon/(x+\varepsilon)\). Averaging and integrating by parts,

\[
v_{\rm A}=\varepsilon\int_0^\infty\frac{e^{-x}}{x+\varepsilon}dx
=\varepsilon\left[-\ln\varepsilon+\int_0^\infty e^{-x}\ln(x+\varepsilon)dx\right]
\simeq\varepsilon\left(\ln\frac1\varepsilon-\gamma_{\rm E}\right). \tag{17}
\]

In B, \(Kv_{\rm B}^2=k_{\rm d}(1-v_{\rm B})\), hence \(v_{\rm B}\simeq\sqrt\varepsilon\). If the separated parts must meet again to leave, \(1-v_{\rm B}\) is replaced by its square, which makes little difference near full coverage. With a desorption barrier of 1.7 eV and an attempt frequency of \(10^{13}\) s\(^{-1}\), both rough choices, \(k_{\rm d}=7.7\times10^{-6}\) s\(^{-1}\) at 473 K. The steady empty fractions are \(2.1\times10^{-5}\) in A and \(1.3\times10^{-3}\) in B. At 20.8 s, however, desorption raises \(v\) by only 0.06 % of its value in A and 0.5 % in B.

**Gas depletion.** Let the precursor diffuse to the surface across a gap \(h\), with diffusivity \(D\) and gas density \(n_0\) at the far side. If the surface consumes \(\bar sJv^2\) molecules per area and time, and \(J\) is proportional to the local density \(n\), the quasi-steady balance is

\[
\frac{D(n_0-n)}{h}=\bar sJ_0\frac{n}{n_0}v^2
\quad\Longrightarrow\quad
J=\frac{J_0}{1+\beta v^2},\qquad
\beta=\frac{\bar sJ_0h}{n_0D}. \tag{18}
\]

For \(h=1\) cm and \(D=150\) cm\(^2\)/s, a rough value for a nitrogen carrier gas near 1 Torr, \(\beta=0.062\), and the coverage after 1 s falls from 0.826 to 0.825, or to 0.824 if the gap holds no precursor at the start. Without a carrier gas the mean free path at 10 mTorr is several millimetres, and this diffusion balance does not apply. The result is common to both models if they hold equal numbers of molecules at saturation. At equal \(N\), model B consumes half as many molecules and has half this \(\beta\). That small difference carries the same information as the absolute uptake.

## The alumina process

The example lies in the regime of alumina deposition from trimethylaluminium and water, where a precursor molecule can react with one or with two surface hydroxyl groups. The pressure and temperature are ordinary for such a process. The sticking probability is a rough value and the least certain input; the hydroxyl density may be about twice the 4 nm\(^{-2}\) used here. At fixed \(\bar s\), or fixed \(s_{\rm p}\) in B, doubling \(N\) halves \(K\) and doubles all the times in Eq. (4). The mixing assumed in B is doubtful for chemically bound products. On the square lattice, giving it up changes the final empty fraction from zero to about 0.09. Crowding by the remaining methyl groups, which can end adsorption before the hydroxyl groups are used up, and readsorption of reaction products are left out. The 20.8 s is therefore a property of the model and not a recommended pulse length. A slow approach to saturation in such a process is not, by itself, evidence for two-site binding. The numerical output below lists the values used.

## Computed results

```
precursor partial pressure: 10.0 mTorr
temperature: 473 K
molar mass: 72.09 g/mol
site density: 4.0 nm^-2
mean single-site sticking probability: 1.0e-03
pair sticking probability for equal K: 5.0e-04
molecular flux: 1.902e+04 nm^-2 s^-1
mean initial rate K: 4.756 s^-1
pulse length: 1.0 s
coverage after pulse, both models: 0.8263
coverage after pulse, equal-site Langmuir: 0.9914
time to coverage 0.50: both 0.210 s, Langmuir 0.146 s
time to coverage 0.90: both 1.892 s, Langmuir 0.484 s
time to coverage 0.99: both 20.816 s, Langmuir 0.968 s
exposure for coverage 0.99: 0.208 Torr s
simulated empty fraction after pulse, sites: 0.1738
simulated empty fraction after pulse, pairs: 0.1732
mean rate of surviving empty sites: 0.824 s^-1
pulsed-flux equivalent exposure time: 1.0000 s
pulsed-flux empty fraction, sites: 0.173736
pulsed-flux empty fraction, pairs: 0.173736
largest coverage gap, lognormal vs exponential: 0.0719
randomly blocked fraction: 0.50
open sites left after pulse, single-site law: 0.1737
open sites left after pulse, pair law: 0.2960
same, simulated single sites: 0.1745
same, simulated pairs: 0.2940
mean adsorption barrier: 0.3051 eV
barrier standard deviation: 0.0523 eV
second temperature: 573 K
single-site half-coverage time there: 0.0661 s
empty fraction at 99 half-times, single sites: 0.00447
empty fraction at 99 half-times, pairs: 0.01000
late log-log slope at second temperature, sites: -1.2114
log10 of rate-tail weight above sticking 1: -434.3
immobile pairs, square lattice, empty after pulse: 0.1648
immobile pairs, square lattice, empty at end: 0.0939
desorption barrier: 1.70 eV
desorption attempt frequency: 1.0e+13 s^-1
desorption rate: 7.703e-06 s^-1
empty fraction at 20.82 s with desorption, sites: 0.010006
empty fraction at 20.82 s with desorption, pairs: 0.010053
steady empty fraction with desorption, sites: 2.066e-05
steady empty fraction with desorption, pairs: 1.272e-03
gas gap: 1.0 cm
gas diffusivity: 150 cm2/s
initial depletion parameter: 0.0621
coverage after pulse with depletion, sites: 0.82470
coverage after pulse with depletion, pairs: 0.82470
```
